Adsorbate pair interactions on a square lattice from three ordered structures

**Problem**

Atoms adsorb on equivalent sites of a square lattice with spacing a = 0.275 nm. A surface calculation supplies the adsorption energy per adatom for three ordered structures:

E₁ = −0.50 eV for the full monolayer, 1x1

E_c = −1.10 eV for c(2x2), coverage 1/2

E_p = −1.30 eV for p(2x2), coverage 1/4

These are round model values in the rough regime of oxygen on Pd(100); they are not computed results for that surface. The adsorption energy is defined by

E = [E(slab + N adatoms) − E(slab) − N E(ref)]/N,

where E(ref) is half the energy of an O₂ molecule. A negative E means that the adatom is bound relative to the gas molecule. Adatoms sit on one face of the slab, on the same kind of site in all three structures.

Neglecting interactions beyond second neighbours, find the isolated-site energy e₀, the first-neighbour pair energy V₁ (distance a) and the second-neighbour pair energy V₂ (distance √2 a). Then decide how far the three numbers can be trusted when the neglected terms are present.

**First estimate by scaling**

In p(2x2) the nearest adatoms are 2a apart, so a first guess for the isolated-site energy is e₀ ≈ E_p = −1.30 eV. Filling the layer raises the energy per adatom by

E₁ − E_p = −0.50 − (−1.30) = 0.80 eV.

The interaction is therefore repulsive on balance. Each adatom of the full layer has four first and four second neighbours. A pair energy belongs to two atoms, so half of it is assigned to each, and

2V₁ + 2V₂ ≈ 0.80 eV.

One more relation is needed. Suppose that the repulsion is that of parallel dipoles standing on the surface, which falls as the inverse cube of distance. Then

V₂/V₁ = (a/√2 a)³ = 2^(−3/2) = 0.354.

Substitution gives

V₁ ≈ 0.80 eV/(2 × 1.354) = 0.295 eV,

V₂ ≈ 0.354 × 0.295 eV = 0.104 eV.

This estimate has not used the c(2x2) energy. It predicts E_c ≈ E_p + 2V₂ = −1.09 eV, which can be compared with the given value.

The assumed exponent changes V₁ and V₂ by equal and opposite amounts, which is a larger fraction of V₂ than of V₁. An inverse-square law would give V₂/V₁ = 1/2, hence V₁ = 0.27 eV and V₂ = 0.13 eV. An inverse sixth power would give V₂/V₁ = 1/8, hence V₁ = 0.36 eV and V₂ = 0.04 eV. The sum V₁ + V₂ = 0.40 eV is fixed by the data; the exponent decides how it is shared.

**Exact solution of the truncated model**

Let nᵢ be 1 if site i is occupied and 0 if it is empty. The model energy, relative to the clean slab and the gas reference, is

E_total = e₀ Σᵢ nᵢ + V₁ Σ(first pairs) nᵢnⱼ + V₂ Σ(second pairs) nᵢnⱼ.

Each pair is counted once, and positive V means repulsion. If every adatom has z₁ occupied first neighbours and z₂ occupied second neighbours, N adatoms form Nz₁/2 first pairs and Nz₂/2 second pairs. Dividing by N gives

E = e₀ + (z₁/2)V₁ + (z₂/2)V₂.

The neighbour counts follow from the site coordinates (i, j), in units of a.

In 1x1 every site is filled. The four sites (±1, 0), (0, ±1) and the four sites (±1, ±1) around an adatom are occupied, so z₁ = z₂ = 4.

In c(2x2) the filled sites have i + j even. A first-neighbour step changes i + j by one and lands on an empty site; a diagonal step changes it by 0 or ±2 and lands on a filled one. Hence z₁ = 0 and z₂ = 4.

In p(2x2) both i and j are even on filled sites. Either kind of step makes at least one coordinate odd, so z₁ = z₂ = 0.

The three equations are

E₁ = e₀ + 2V₁ + 2V₂,

E_c = e₀ + 2V₂,

E_p = e₀.

The last equation gives e₀. Subtracting it from the second leaves 2V₂, and subtracting the second from the first leaves 2V₁:

e₀ = E_p,

V₂ = (E_c − E_p)/2,

V₁ = (E₁ − E_c)/2.

The determinant of the system has magnitude 4, so this solution is unique. With the given energies,

e₀ = −1.30 eV = −125.4 kJ/mol,

V₂ = (−1.10 + 1.30)/2 eV = 0.10 eV = 9.6 kJ/mol,

V₁ = (−0.50 + 1.10)/2 eV = 0.30 eV = 28.9 kJ/mol.

Both interactions are repulsive. The formulas need energies per adatom. An energy per lattice site must first be divided by the coverage, and an energy per cell by the number of adatoms in the cell.

**Comparison of the estimate with the solution**

The scaling estimate of V₁ is about 0.005 eV below the solution, and that of V₂ about 0.005 eV above it. The errors are opposite because both treatments keep V₁ + V₂ = 0.40 eV. Relative to the solved values they are about 1.5% and 4.5%.

This agreement does not prove that the interaction is dipolar. If V₁/V₂ = 3 is read as a power law r^(−s), then 2^(s/2) = 3 and

s = 2 ln 3/ln 2 = 3.2.

To see how firm this exponent is, let each input energy carry an independent error δ = 0.02 eV. Since s = (2/ln 2)(ln V₁ − ln V₂), the derivatives of ln V₁ − ln V₂ with respect to E₁, E_c and E_p are

1/(2V₁) = 1.67 eV⁻¹,

−1/(2V₁) − 1/(2V₂) = −6.67 eV⁻¹,

1/(2V₂) = 5.00 eV⁻¹.

The root of the sum of their squares is 8.5 eV⁻¹. Multiplication by 0.02 eV and by 2/ln 2 gives an uncertainty of about 0.5 in s, to first order in the errors. The data are compatible with an inverse cube, but one ratio cannot identify a mechanism.

The comparison also exposes a limit of the truncated model. Suppose that an inverse-cube repulsion really acts at all distances. The adatoms of c(2x2) form a square lattice of spacing √2 a, and those of p(2x2) one of spacing 2a. If ε is the true isolated-site energy and A the full interaction energy per adatom in 1x1, enlarging the lattice gives

E₁ = ε + A, E_c = ε + 2^(−3/2)A, E_p = ε + A/8.

The first and third relations give 7A/8 = 0.80 eV, so A = 0.914 eV and ε = −1.30 − 0.114 = −1.41 eV. The second then gives E_c = −1.09 eV, the same prediction as the truncated estimate. This is no accident of the numbers. With x = 2^(−3/2), so that x² = 1/8, the fitted ratio is

V₂/V₁ = (E_c − E_p)/(E₁ − E_c) = (x − x²)/(1 − x) = x.

A truncated inverse cube and a long-ranged one thus give the same three energies, within 0.01 eV of the inputs, while their isolated-site energies differ by 0.11 eV. The first-neighbour energy differs too. Let w₁ be the true pair energy at distance a. The shells out to √5 a contribute

½w₁(4 + 4/2^(3/2) + 4/8 + 8/5^(3/2)) = 3.3w₁

to A, and the further shells raise the full sum to 4.52w₁. Hence w₁ = 0.914/4.52 = 0.20 eV in this long-ranged case, although the fit returns 0.30 eV.

**Where the neglected pairs go**

The same question can be answered for any isotropic pair energy w. Label the vector between two adatoms by (m, n), in units of a. In p(2x2) the occupied vectors have m and n both even. In c(2x2) they have m + n even, which adds the vectors with both components odd. In 1x1 the vectors with m + n odd appear as well. Let S_ee, S_oo and S_odd be the sums of w over these three classes, without the zero vector. The factor ½ that shares each pair between its atoms gives

E_p = ε + ½S_ee,

E_c = ε + ½S_ee + ½S_oo,

E₁ = ε + ½S_ee + ½S_oo + ½S_odd.

The extraction formulas therefore return

fitted e₀ = ε + ½S_ee,

fitted V₂ = ¼S_oo,

fitted V₁ = ¼S_odd.

The second-neighbour shell has four vectors and contributes its true pair energy once to ¼S_oo; the first-neighbour shell does the same in ¼S_odd. Everything else in the sums is a shift. A third-neighbour energy V₃, at distance 2a, belongs to the even-even class. It shifts e₀ by 2V₃ and leaves V₁ and V₂ untouched. The fourth shell, at √5 a, has eight vectors with m + n odd, so its energy V₄ shifts the fitted V₁ by 2V₄.

For a size, take adatoms of fixed charge magnitude q = 0.50 e at height h = 0.050 nm above the image plane of a perfect metal. Each charge has an opposite image at depth h. At lateral distance R, an adatom feels the other charge at distance R and its image at √(R² + 4h²). Half the charge times potential, summed over both adatoms, gives the pair energy

w(R) = (q²/4πε₀)[1/R − 1/√(R² + 4h²)].

For R much larger than h, expansion of the second term gives

w(R) ≈ (q²/4πε₀) 2h²/R³,

which is the inverse cube used in the scaling estimate. At R = 2a the full expression gives 10.6 meV. Summed over the lattice, the shifts are 48 meV in e₀, 39 meV in V₁ and 14 meV in V₂. Third neighbours supply 2 × 10.6 = 21 meV of the first shift; more distant adatoms supply the rest.

If this estimate applied, the corrected values would be

ε ≈ −1.30 − 0.05 = −1.35 eV,

V₁ ≈ 0.30 − 0.04 = 0.26 eV,

V₂ ≈ 0.10 − 0.01 = 0.09 eV.

The charge and height are assumptions, and the charge is held fixed at all coverages. The work function offers a check on them. A layer of dipoles qh changes the surface potential by qh/(ε₀ × area per adatom), here 1.5 V in p(2x2) and 6.0 V in 1x1. The second value is unrealistically large for oxygen on a metal, so the example exaggerates the electrostatic shifts. At fixed height they scale as q², and a calculated work-function change can be used to choose a better charge. The corrections illustrate the mechanism; they are not results to be added to a real calculation.

A wider cell tests the range. In p(3x3) the same electrostatic model leaves 14 meV per adatom, against 48 meV in p(2x2). A calculation in the wider cell should then give an energy lower by 34 meV. The ratio 14.4/48.2 = 0.30 is close to (2/3)³ = 0.296, as expected when the inverse cube dominates. In that regime the energy left in p(3x3) can be found from the difference of the two cells:

(E_p − E_3x3) × (1/27)/(1/8 − 1/27) = 34 meV × 8/19 = 14 meV.

Subtracting this from the p(3x3) energy estimates ε. The extrapolation fails if a shorter-ranged or oscillating interaction still matters at 2a.

**A fourth structure and many-body terms**

Three energies determine three parameters, so the fit reproduces its inputs whatever the true interaction is. A row structure p(2x1), with i even and every j occupied, provides a check. Each adatom has two first neighbours along its row and no second neighbours. The truncated model predicts

E_r = e₀ + V₁ = −1.30 + 0.30 = −1.00 eV.

This prediction is insensitive to the range of isotropic pairs. The row structure contains the even-even vectors and those with m even and n odd. By the symmetry between m and n, the latter contribute half of S_odd. Hence

E_r = ε + ½S_ee + ¼S_odd = fitted e₀ + fitted V₁.

The argument uses only the symmetry of the square lattice, so it also covers pair energies that depend on direction but keep that symmetry. Top and fourfold hollow sites have this symmetry; bridge sites do not, and for them pairs alone can spoil the prediction. On fourfold sites a disagreement therefore points beyond pair interactions, or to numerical error in the inputs. Consider an energy T for each right-angle trio: a corner adatom with two first neighbours in perpendicular directions. In 1x1 each adatom is the corner of four such trios, so E₁ rises by 4T and the fitted V₁ by 2T. The other three structures contain none. The predicted E_r is then too high by 2T. With an assumed T = 20 meV, the fitted V₁ is 40 meV too large and the row prediction misses by the same amount.

Agreement does not exclude every three-body term. Let T′ be the energy of three consecutive adatoms in a straight line. Each adatom is the centre of two such trios in 1x1 and of one in p(2x1). The fitted V₁ rises by 2T′/2 = T′, and the true E_r also rises by T′, so the check sees nothing.

**What the fitted values imply**

At half coverage the truncated model gives e₀ + 2V₂ for c(2x2) and e₀ + V₁ for the rows. The c(2x2) structure is lower when V₁ > 2V₂, which holds here because 0.30 > 0.20. The gap is 0.10 eV per adatom. A search of all 12,870 half-filled periodic 4x4 cells finds the two c(2x2) arrangements lowest, at −1.10 eV per adatom, and the next level at −1.05 eV. The search does not cover structures that need a larger cell. At coverage 1/4 the truncated model does not single out p(2x2): shifting any of its rows along itself by one site creates no first or second pair, so the energy stays at e₀. Only the neglected terms can select p(2x2) order.

Filling the empty half of c(2x2) is a different matter from the average energy E₁. The first added adatom has four occupied first neighbours and no occupied second neighbours, so adding it changes the energy by

e₀ + 4V₁ = −1.30 + 1.20 = −0.10 eV.

The last one also has four second neighbours and costs e₀ + 4V₁ + 4V₂ = +0.30 eV. These two values belong to the truncated model. With the trio energy T = 20 meV and the same three inputs they would be −0.18 eV and +0.38 eV. The added half-layer shares its second-neighbour pairs, so the mean is

e₀ + 4V₁ + 2V₂ = +0.10 eV.

The total energies agree: the energy per lattice site changes by E₁ − ½E_c while half an adatom per site is added, so the mean per added adatom is (E₁ − ½E_c)/½ = 2E₁ − E_c = +0.10 eV. Although E₁ is negative, completing the monolayer from c(2x2) is uphill relative to O₂, before any pressure or temperature contribution to the gas energy. The uphill part is the last quarter-layer. Half of the empty sites can be filled without forming second pairs, at −0.10 eV each in the truncated model, so the energy per site falls from −0.55 eV to −0.575 eV at coverage 3/4 before it rises to −0.50 eV in 1x1. The full layer can still serve as a computed structure for finding V₁.

**Input errors and temperature**

An error common to all three energies, such as an error in the O₂ reference, shifts e₀ by its full amount and cancels in V₁ and V₂. Independent errors δ give δ in e₀. Each pair energy is half a difference of two inputs, so its error is

½√(δ² + δ²) = δ/√2.

For δ = 0.02 eV this is 0.014 eV, about 5% of V₁ but 14% of V₂. The errors of V₁ and V₂ are not independent: raising E_c lowers V₁ and raises V₂ by equal amounts.

Vibrations have been left out as well. Suppose that each adatom has three modes with quantum ħω = 50 meV, and that these stiffen by 10% between c(2x2) and 1x1. The zero-point energy rises by 3 × ½ × 5 = 7.5 meV per adatom, and V₁ by half of that, 3.75 meV. At temperature T_K the free energy of one mode is

F = ħω/2 + kT_K ln[1 − exp(−ħω/kT_K)].

At 500 K the same stiffening raises V₁ by 6.9 meV. This is small beside 0.30 eV. Whether the c(2x2) order survives at this temperature depends on the cost of disturbing it, not on V₂ alone. Moving one adatom to an adjacent empty site costs 3V₁ − 4V₂ = 0.50 eV, and moving it to a distant one costs 4V₁ − 4V₂ = 0.80 eV. Both are far above the thermal energy kT_K = 43 meV, so isolated defects of this kind are rare at 500 K. Boundaries between ordered regions are cheaper per site. If one half of the c(2x2) pattern is shifted by one site along a straight boundary, each length a of boundary gains half a first pair and loses one second pair, at a cost of V₁/2 − V₂ = 0.05 eV. A long boundary still costs many times kT_K, but it can also bend and gain entropy. These costs make order at 500 K plausible for the truncated model at half coverage; they do not prove it. The transition temperature and the behaviour at other coverages need a statistical calculation.

**The real surface**

For oxygen on Pd(100), the spacing and the strong first-neighbour repulsion used here are of a reasonable rough size. The assumption most clearly broken at high coverage is the fixed square lattice: the real surface can reconstruct and form a surface oxide instead of a simple full monolayer. No shift of V₁ describes that change, because the sites themselves are no longer the same. While the lattice survives, the image-charge and trio examples each shift V₁ by about 40 meV, or 13% of its fitted value. These are not upper limits: if the whole repulsion followed the inverse cube, distant pairs would shift V₁ by about 0.09 eV, nearly a third of it. The sizes in the two examples rest on the assumed charge, height and trio energy, and the assumed charge is too large for a real full layer, as the potential step showed. For a real calculation they should be replaced by energies of p(2x1), p(3x3) and further structures. The main values for the present example are collected in the numerical output.

Table of computed values

```
Lattice spacing a: 0.275 nm
Input E 1x1: -0.50 eV per adatom
  pairs per adatom, first and second: 2, 2
Input E c(2x2): -1.10 eV per adatom
  pairs per adatom, first and second: 0, 2
Input E p(2x2): -1.30 eV per adatom
  pairs per adatom, first and second: 0, 0
Magnitude of determinant: 4.0
Extracted e0: -1.300 eV = -125.4 kJ/mol
Extracted V1: 0.300 eV = 28.9 kJ/mol
Extracted V2: 0.100 eV = 9.6 kJ/mol
Predicted E p(2x1): -1.000 eV per adatom
Half-filled 4x4 cells searched: 12870
Lowest energy: -1.100 eV per adatom
Number of lowest arrangements (both c(2x2)): 2
Next energy level: -1.0500 eV per adatom
Mean energy of atoms filling second half: 0.100 eV
Assumed independent input error: 0.020 eV
Error of e0, formula: 0.0200 eV
Error of V1 and of V2, formula: 0.0141 eV
Sampled errors e0, V1, V2: [0.02   0.0141 0.0141] eV
Assumed adatom charge magnitude: 0.50 e
Assumed height above image plane: 0.050 nm
Image-model pair energy at 2a: 10.56 meV
Long-range shift in fitted e0: 48.2 meV
Long-range shift in fitted V1: 39.4 meV
Long-range shift in fitted V2: 14.0 meV
Largest change, sum radius 200a to 400a: 1.3e-04 meV
Residual interaction in p(2x2): 48.2 meV per adatom
Residual interaction in p(3x3): 14.4 meV per adatom
Assumed right-angle trio energy: 20.0 meV
Trio shift in fitted V1: 40.0 meV
Assumed vibrational quantum: 50.0 meV, three modes
Assumed stiffening, c(2x2) to 1x1: 10 percent
Vibrational shift in V1 at 0 K: 3.75 meV
Vibrational shift in V1 at 500 K: 6.90 meV
Thermal energy kT at 500 K: 43.1 meV
```
